# Fitting Tight-Binding Hoppings Through a Band Crossing: Gradients and State Matching: a program that tests the result

```python
"""Tight-binding fit of a two-orbital chain to reference band energies.
Result under test: Hellmann-Feynman derivatives <u|dH/dp|u> drive a
Gauss-Newton fit; pairing states by energy order creates false solutions at
a band crossing, while pairing by eigenvector overlap recovers the parameters.
Parameters p = (e_s, t_s, e_p, t_p, v), all in eV: on-site energies,
nearest-neighbour hoppings and s-p mixing. ka is the dimensionless wavevector.
A reference is a pair (energies, eigenvectors) on the same k grid.
"""
import numpy as np
from scipy.optimize import least_squares

N = 40
ka = (np.arange(N) + 0.5) * np.pi / N
c, s = np.cos(ka), np.sin(ka)
M = np.zeros((5, N, 2, 2), complex)
M[0, :, 0, 0] = 1
M[1, :, 0, 0] = 2 * c
M[2, :, 1, 1] = 1
M[3, :, 1, 1] = 2 * c
M[4, :, 0, 1] = 2j * s
M[4, :, 1, 0] = -2j * s
FOUR, FIVE = [0, 1, 2, 3], [0, 1, 2, 3, 4]
rng = np.random.default_rng(4)


def hamiltonian(p):
    return np.tensordot(np.asarray(p, float), M, axes=1)


def solve(p):
    return np.linalg.eigh(hamiltonian(p))


def jacobian(U):
    return np.einsum('kan,pkab,kbn->knp', U.conj(), M, U).real


def pair(U, ref, mode):
    """Return paired reference energies, paired overlaps and exchange flags."""
    O = abs(np.einsum('kam,kan->kmn', U.conj(), ref[1]))**2
    exchange = O[:, 0, 1] + O[:, 1, 0] > O[:, 0, 0] + O[:, 1, 1]
    use = exchange if mode == 'overlap' else np.zeros(N, bool)
    order = np.where(use[:, None], [1, 0], [0, 1])
    target = np.take_along_axis(ref[0], order, axis=1)
    fidelity = np.take_along_axis(O, order[:, :, None], axis=2)[:, :, 0]
    return target, fidelity, exchange


def rms(p, ref, mode):
    E, U = solve(p)
    return np.sqrt(np.mean((E - pair(U, ref, mode)[0])**2))


def fit(start, ref, mode, free=FOUR):
    p = np.array(start, float)
    for iteration in range(1, 101):
        E, U = solve(p)
        r = (E - pair(U, ref, mode)[0]).ravel()
        J = jacobian(U)[:, :, free].reshape(2 * N, len(free))
        step = np.linalg.lstsq(J, -r, rcond=1e-10)[0]
        p[free] += step
        if np.linalg.norm(step) < 1e-11:
            break
    else:
        raise AssertionError('fit did not converge')
    fidelity = pair(solve(p)[1], ref, mode)[1].mean()
    return p, rms(p, ref, mode), fidelity, iteration


# Bloch matrix against direct diagonalization of an antiperiodic ring
generic = np.array([0.1, -0.5, 0.3, 0.3, 0.2])
L = 2 * N
ring = np.zeros((2 * L, 2 * L))
for j in range(L):
    m, sign = (j + 1) % L, (-1 if j == L - 1 else 1)
    ring[2*j, 2*j] = generic[0] / 2
    ring[2*j+1, 2*j+1] = generic[2] / 2
    ring[2*j, 2*m] = sign * generic[1]
    ring[2*j+1, 2*m+1] = sign * generic[3]
    ring[2*j, 2*m+1] = sign * generic[4]
    ring[2*j+1, 2*m] = -sign * generic[4]
ring_levels = np.linalg.eigvalsh(ring + ring.T)
bloch_levels = np.sort(np.repeat(solve(generic)[0].ravel(), 2))
assert np.allclose(ring_levels, bloch_levels, atol=1e-10)

# Hellmann-Feynman derivatives and cost gradient against finite differences
truth = np.array([0.0, -0.5, 0.0, 0.3, 0.0])
reference = solve(truth)
E, U = solve(generic)
J = jacobian(U)
h = 1e-5
difference = np.stack([(solve(generic + h*d)[0] - solve(generic - h*d)[0])
                       / (2*h) for d in np.eye(5)], axis=2)
gradient_error = abs(J - difference).max()
assert gradient_error < 1e-7
assert np.allclose(J @ generic, E, atol=1e-12)


def half_square(p):
    return 0.5 * np.sum((solve(p)[0] - reference[0])**2)


cost_slope = np.array([(half_square(generic + h*d) - half_square(generic - h*d))
                       / (2*h) for d in np.eye(5)])
cost_gradient = np.einsum('knp,kn->p', J, E - reference[0])
assert np.allclose(cost_slope, cost_gradient, atol=1e-6)

# Ordered pairing never costs more; overlap rule against its two-level form
for _ in range(100):
    p, q = rng.normal(size=(2, 5))
    ref = solve(q)
    assert rms(p, ref, 'order') <= rms(p, ref, 'overlap') + 1e-12
    dp = (p[0] - p[2]) / 2 + (p[1] - p[3]) * c
    dq = (q[0] - q[2]) / 2 + (q[1] - q[3]) * c
    dot = dp * dq + 4 * p[4] * q[4] * s**2
    clear = abs(dot) > 1e-10
    flags = pair(solve(p)[1], ref, 'overlap')[2]
    assert np.array_equal(flags[clear], (dot < 0)[clear])

# Three starts, two pairings
starts = {'displaced': [-0.1, -0.5, 0.1, 0.3, 0.0],
          'reversed': [0.0, 0.2, 0.0, -0.3, 0.0],
          'gapped': [-1.0, -0.1, 1.0, 0.1, 0.0]}
results = {(name, mode): fit(p0, reference, mode)
           for name, p0 in starts.items() for mode in ('order', 'overlap')}
for name in starts:
    assert np.allclose(results[name, 'overlap'][0], truth, atol=1e-9)
assert np.allclose(results['displaced', 'order'][0], truth, atol=1e-9)
assert np.allclose(results['reversed', 'order'][0], truth[[2, 3, 0, 1, 4]],
                   atol=1e-9)
assert results['reversed', 'order'][1] < 1e-9
for _ in range(50):
    random_start = np.append(rng.normal(size=4), 0.0)
    p, _, _, count = fit(random_start, reference, 'overlap')
    assert np.allclose(p, truth, atol=1e-9) and count <= 2

# False gapped minimum: closed form, independent optimizer, local stability
false, false_rms, _, _ = results['gapped', 'order']
tau, mean_t = truth[1] - truth[3], (truth[1] + truth[3]) / 2
cN = 1 / (N * np.sin(np.pi / (2 * N)))
formula = [-abs(tau)*cN, mean_t, abs(tau)*cN, mean_t, 0]
formula_rms = abs(tau) * np.sqrt(0.5 - cN**2)
assert np.allclose(false, formula, atol=1e-9)
assert abs(false_rms - formula_rms) < 1e-9
other = least_squares(
    lambda x: (solve(np.append(x, 0.0))[0] - reference[0]).ravel(),
    starts['gapped'][:4], xtol=1e-12, ftol=1e-12, gtol=1e-12)
assert np.allclose(other.x, false[:4], atol=1e-5)
directions = np.vstack([np.eye(5), -np.eye(5), rng.normal(size=(200, 5))])
for d in directions:
    trial = false + 0.01 * d / np.linalg.norm(d)
    assert rms(trial, reference, 'order') > false_rms

# The trap does not depend on equal on-site energies
shifted = np.array([0.0, -0.5, 0.2, 0.3, 0.0])
shifted_ref = solve(shifted)
shifted_order = fit(starts['gapped'], shifted_ref, 'order')
assert shifted_order[1] > 0.1
assert np.allclose(fit(starts['gapped'], shifted_ref, 'overlap')[0], shifted,
                   atol=1e-9)

# Omitted second-neighbour hopping on the s orbital
t2 = 0.05
H2 = hamiltonian(truth)
H2[:, 0, 0] += 2 * t2 * np.cos(2 * ka)
second = fit(starts['gapped'], np.linalg.eigh(H2), 'overlap')
assert np.allclose(second[0], truth, atol=1e-9)
assert abs(second[1] - t2) < 1e-9

# Omitted weak mixing, then an avoided crossing fitted with mixing included
weak = truth + np.array([0, 0, 0, 0, 0.02])
weak_fit = fit(starts['gapped'], solve(weak), 'overlap')
weak_bias = abs(weak_fit[0][:4] - truth[:4]).max()
assert weak_bias < weak[4] and weak_fit[1] > 1e-4
mixed = truth + np.array([0, 0, 0, 0, 0.1])
mixed_ref = solve(mixed)
mixed_start = np.array([-0.1, -0.4, 0.1, 0.25, 0.2])
mixed_fit = fit(mixed_start, mixed_ref, 'overlap', FIVE)
assert np.allclose(mixed_fit[0][:4], mixed[:4], atol=1e-8)
assert abs(abs(mixed_fit[0][4]) - mixed[4]) < 1e-8
flipped = mixed * np.array([1, 1, 1, 1, -1])
assert np.allclose(solve(flipped)[0], mixed_ref[0], atol=1e-12)
stuck = fit(starts['gapped'], mixed_ref, 'overlap', FIVE)
assert abs(stuck[0][4]) < 1e-10 and stuck[1] > 1e-3


def show(p):
    return ' '.join(f'{x + 0.0:.4f}' for x in np.round(p, 4) + 0.0)


print('parameter order: e_s t_s e_p t_p v, all in eV')
print('k points:', N)
print('reference:', show(truth))
print(f'largest Hellmann-Feynman minus finite difference: {gradient_error:.1e}')
for name, p0 in starts.items():
    wrong = pair(solve(p0)[1], reference, 'order')[2].sum()
    print(f'{name} start:', show(p0))
    print(f'  k points misassigned by order at start: {wrong}')
    for mode in ('order', 'overlap'):
        p, error, fidelity, count = results[name, mode]
        print(f'  {mode} fit:', show(p))
        print(f'    rms {error:.4f} eV, mean overlap {fidelity:.3f},'
              f' iterations {count}')
i = 30
E0, U0 = solve(starts['gapped'])
by_order = pair(U0, reference, 'order')[0]
by_overlap = pair(U0, reference, 'overlap')[0]
print(f'gapped start at ka/pi = {ka[i]/np.pi:.4f}, lower (s) model state:')
print(f'  model energy {E0[i, 0]:.4f} eV')
print(f'  target by order {by_order[i, 0]:.4f} eV')
print(f'  target by overlap {by_overlap[i, 0]:.4f} eV')
for mode in ('order', 'overlap'):
    print(f'  rms of whole start by {mode}:'
          f' {rms(starts["gapped"], reference, mode):.4f} eV')
print(f'tau {tau:.4f} eV, mean hopping {mean_t:.4f} eV')
print(f'c_N {cN:.5f}, limit 2/pi {2/np.pi:.5f}')
print(f'false gap: fit {false[2]-false[0]:.4f} eV,'
      f' formula {2*abs(tau)*cN:.4f} eV')
print(f'false-minimum rms: formula {formula_rms:.4f} eV')
print('unequal on-site reference:', show(shifted))
print('  order fit from gapped start:', show(shifted_order[0]))
print(f'  rms {shifted_order[1]:.4f} eV')
print(f'omitted second-neighbour hopping {t2:.4f} eV:')
print('  overlap fit:', show(second[0]), f'rms {second[1]:.4f} eV')
print(f'omitted mixing {weak[4]:.4f} eV:')
print('  overlap fit:', show(weak_fit[0]), f'rms {weak_fit[1]:.4f} eV')
print(f'  largest parameter bias {weak_bias:.5f} eV')
print('avoided-crossing reference:', show(mixed))
print('  five-parameter start:', show(mixed_start))
print('  five-parameter fit:', show(mixed_fit[0]))
print(f'  rms {mixed_fit[1]:.1e} eV, iterations {mixed_fit[3]}')
print('  fit from gapped start with v = 0:', show(stuck[0]))
print(f'  rms {stuck[1]:.4f} eV')
print('verified')
```

Output:

```
parameter order: e_s t_s e_p t_p v, all in eV
k points: 40
reference: 0.0000 -0.5000 0.0000 0.3000 0.0000
largest Hellmann-Feynman minus finite difference: 4.4e-10
displaced start: -0.1000 -0.5000 0.1000 0.3000 0.0000
  k points misassigned by order at start: 2
  order fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 3
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
reversed start: 0.0000 0.2000 0.0000 -0.3000 0.0000
  k points misassigned by order at start: 40
  order fit: 0.0000 0.3000 0.0000 -0.5000 0.0000
    rms 0.0000 eV, mean overlap 0.000, iterations 2
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
gapped start: -1.0000 -0.1000 1.0000 0.1000 0.0000
  k points misassigned by order at start: 20
  order fit: -0.5094 -0.1000 0.5094 -0.1000 0.0000
    rms 0.2459 eV, mean overlap 0.500, iterations 2
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
gapped start at ka/pi = 0.7625, lower (s) model state:
  model energy -0.8531 eV
  target by order -0.4406 eV
  target by overlap 0.7343 eV
  rms of whole start by order: 0.5841 eV
  rms of whole start by overlap: 1.0954 eV
tau -0.8000 eV, mean hopping -0.1000 eV
c_N 0.63678, limit 2/pi 0.63662
false gap: fit 1.0189 eV, formula 1.0189 eV
false-minimum rms: formula 0.2459 eV
unequal on-site reference: 0.0000 -0.5000 0.2000 0.3000 0.0000
  order fit from gapped start: -0.4132 -0.1635 0.6132 -0.0365 0.0000
  rms 0.2421 eV
omitted second-neighbour hopping 0.0500 eV:
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000 rms 0.0500 eV
omitted mixing 0.0200 eV:
  overlap fit: 0.0000 -0.5005 0.0000 0.3005 0.0000 rms 0.0049 eV
  largest parameter bias 0.00048 eV
avoided-crossing reference: 0.0000 -0.5000 0.0000 0.3000 0.1000
  five-parameter start: -0.1000 -0.4000 0.1000 0.2500 0.2000
  five-parameter fit: 0.0000 -0.5000 0.0000 0.3000 0.1000
  rms 7.6e-18 eV, iterations 5
  fit from gapped start with v = 0: 0.0000 -0.5104 0.0000 0.3104 0.0000
  rms 0.0567 eV
verified
```
